# When a Separable Square Lattice with Two Electrons per Cell Insulates

## The criterion and its proof

Consider first electrons on a square lattice of period \(a\) whose periodic potential has been switched off. The energy is \(\hbar^2(k_x^2+k_y^2)/2m\), and its natural unit is the energy at the middle of a zone edge,
\[
E_0=\frac{\hbar^2}{2m}\left(\frac{\pi}{a}\right)^2 .
\]
The Brillouin zone is a square of side \(2\pi/a\). It contains one wave vector per cell of the crystal, and each wave vector takes two electrons of opposite spin. Two electrons per cell therefore occupy an area of \(k\)-space equal to the area of the zone. Since free electrons fill a disc,
\[
\pi k_F^2=\left(\frac{2\pi}{a}\right)^2,\qquad k_F=\frac{2}{\sqrt\pi}\,\frac{\pi}{a}\approx1.128\,\frac{\pi}{a},\qquad E_F=\frac{4}{\pi}E_0\approx1.273\,E_0 .
\]
The disc has the right area but the wrong shape. It bulges out through the middles of the zone edges, where the energy is \(E_0\), and it leaves the corners empty, where the energy is \(2E_0\).

A weak potential opens at most a small gap along the zone edges; to first order its size is set by the Fourier component of the potential that connects opposite edges. This does not make an insulator, because the states just outside the edge midpoints, near \(E_0\), still lie far below the corner states, near \(2E_0\). Electrons will fill the zone and nothing else only if the potential lifts the lowest state beyond the edge above the highest state at the corner. When the potential is a sum \(V(x)+V(y)\), this comparison can be made without approximation, and it involves just two numbers from a one-dimensional problem.

Let each electron move independently in
\[
H=-\frac{\hbar^2}{2m}\left(\frac{\partial^2}{\partial x^2}+\frac{\partial^2}{\partial y^2}\right)+V(x)+V(y),
\]
where \(V\) is real, bounded and of period \(a\). Levels are doubly degenerate in spin, the temperature is zero and the lattice is rigid. In one dimension, let \(e_1(k)\le e_2(k)\le\dots\) be the energies of
\[
-\frac{\hbar^2}{2m}\psi''+V\psi=E\psi,\qquad \psi(x+a)=e^{ika}\psi(x).
\]
For each \(k\) this is a Hermitian problem on one cell. I use the standard facts that its levels are discrete, that its eigenfunctions are complete on the cell, and that the levels vary continuously with \(k\). Define
\[
b_1=\min e_1,\quad t_1=\max e_1,\quad b_2=\min e_2,\qquad W=t_1-b_1,\quad G=b_2-t_1 .
\]
\(W\) is the first bandwidth and \(G\) the first gap. An insulator is a crystal with a nonzero energy difference between its highest filled and lowest empty levels. The claim is that the crystal with two electrons per cell is an insulator if and only if \(G>W\), and that its gap is then \(G-W\).

The proof needs some facts about the one-dimensional bands. At a given energy the wave equation is of second order, so a solution is fixed by \(\psi(0)\) and \(\psi'(0)\). Let \(c(x)\) and \(s(x)\) be the solutions with \(c(0)=1,\ c'(0)=0\) and \(s(0)=0,\ s'(0)=1\). Then
\[
\begin{pmatrix}\psi(a)\\ \psi'(a)\end{pmatrix}=T\begin{pmatrix}\psi(0)\\ \psi'(0)\end{pmatrix},\qquad T=\begin{pmatrix}c(a)&s(a)\\ c'(a)&s'(a)\end{pmatrix}.
\]
The determinant of \(T\) is the Wronskian \(cs'-c's\) at \(x=a\). Its derivative is \(cs''-c''s\), which vanishes because \(c''/c\) and \(s''/s\) are the same function, \(2m(V-E)/\hbar^2\). The Wronskian keeps its initial value 1, so \(\det T=1\). With \(D(E)=c(a)+s'(a)\) for the trace, the eigenvalues of \(T\) obey
\[
\lambda^2-D(E)\lambda+1=0 .
\]
A Bloch function has \(\lambda=e^{ika}\). The product of the two roots is 1, so the other root is \(e^{-ika}\), and their sum gives
\[
D(E)=2\cos ka .
\]
Conversely, if \(|D(E)|\le2\), a real \(k\) satisfying this equation exists, and the eigenvector of \(T\) starts a Bloch function. The allowed energies are thus those with \(|D|\le2\).

An energy therefore determines \(\cos ka\). On \(0\le k\le\pi/a\) the cosine takes each value once, so a band cannot have the same energy at two different points of this interval. A continuous function that never repeats a value is strictly monotonic. Each band is thus strictly monotonic between \(k=0\) and \(k=\pi/a\), and in particular \(W>0\). The other half of the zone is its mirror image, since complex conjugation turns a state at \(k\) into one at \(-k\) with the same energy.

The first band rises. To see this, take a normalized Bloch function \(\psi\) of energy \(e_1(k)\). Its modulus is periodic, hence a trial function for \(k=0\). It has the same potential energy as \(\psi\), and its kinetic energy is no larger, because \(\big|\,|\psi|'\,\big|\le|\psi'|\). By the variational principle \(e_1(0)\le e_1(k)\). With monotonicity,
\[
b_1=e_1(0),\qquad t_1=e_1(\pi/a).
\]

The second band does not reach down into the first. Suppose that \(e_2(k_0)<t_1\) for some \(k_0\) in \(0\le k_0\le\pi/a\). Because \(e_2(k_0)\ge e_1(k_0)\ge b_1\), this energy lies in the range of the first band and equals \(e_1(k_1)\) for some \(k_1\) in the same interval. Equal energies mean equal cosines, so \(k_1=k_0\) and the two bands are degenerate at \(k_0\). There are three cases to exclude.

For \(0<k_0<\pi/a\), the roots \(e^{\pm ik_0a}\) differ, each has a single eigenvector, and there is no degeneracy. For \(k_0=\pi/a\), the common energy would be \(t_1\), contrary to the supposition. For \(k_0=0\), two independent real ground states could be combined into a real one, \(\phi\), that vanishes at some point. Then \(|\phi|\) has the same energy, so it too is a ground state and solves the wave equation. It is never negative and touches zero, so its derivative also vanishes there. A solution that vanishes with its derivative is zero everywhere, a contradiction. Hence \(b_2\ge t_1\), that is, \(G\ge0\).

The bottom of the second band lies at \(k=\pi/a\). At \(t_1\) we have \(D=2\cos\pi=-2\). If \(G=0\), then \(b_2=t_1\) and \(D(b_2)=-2\) at once. If \(G>0\), there is no allowed energy between \(t_1\) and \(b_2\), so \(|D|>2\) throughout. The trace is continuous in \(E\) and starts from \(-2\), so it stays below \(-2\) in the gap. At \(b_2\), where \(|D|\le2\) again, it must equal \(-2\). In both cases \(\cos ka=-1\), and
\[
b_2=e_2(\pi/a).
\]
The second band therefore falls from \(k=0\) to \(k=\pi/a\).

Now return to two dimensions. At a wave vector \((k_x,k_y)\), products of the one-dimensional Bloch functions \(\phi_m(x)\chi_n(y)\) are eigenfunctions of \(H\), with energies
\[
E_{mn}(k_x,k_y)=e_m(k_x)+e_n(k_y).
\]
No levels are missed. If a function \(f(x,y)\) on the cell is orthogonal to all the products, then for each \(m\) the integral \(\int\phi_m^*(x)f(x,y)\,dx\) is a function of \(y\) orthogonal to every \(\chi_n\), and so it vanishes. For almost every \(y\), \(f\) is then orthogonal to all \(\phi_m\), and it vanishes too.

At each wave vector \(E_{11}\) is the lowest level. Any other level has at least one index of 2 or more, so the next one lies higher by the smaller of
\[
e_2(k_x)-e_1(k_x)\quad\text{and}\quad e_2(k_y)-e_1(k_y).
\]
Each difference is at least \(b_2-t_1=G\), and equality holds at the zone boundary. The least vertical separation in two dimensions is thus \(G\). Every nonzero \(G\) separates the lowest band from the others at each wave vector, but the energies at different wave vectors may still overlap.

The overlap is decided by two extremes. The highest energy in the lowest band is
\[
\max E_{11}=t_1+t_1=2t_1,
\]
reached at the zone corner \((\pi/a,\pi/a)\). In any other band one term is at least \(b_2\) and the other at least \(b_1\), so
\[
\min_{(m,n)\ne(1,1)}E_{mn}=b_1+b_2 ,
\]
reached at the edge midpoints \((\pi/a,0)\) and \((0,\pi/a)\). The difference is
\[
\Delta=b_1+b_2-2t_1=(b_2-t_1)-(t_1-b_1)=G-W .
\]

This has a direct meaning. Take an electron from the corner state and put it into the lowest state above the gap at \((\pi/a,0)\). Its motion along \(x\) is raised across the one-dimensional gap, at the cost \(G\). Its motion along \(y\) relaxes from the top to the bottom of the first band, which returns \(W\). The crystal insulates when the cost exceeds the return.

It remains to count electrons. One band holds two electrons per cell, exactly the number present.

If \(G>W\), every state of the lowest band lies below every state of the other bands. The ground state fills the lowest band and nothing else, and the gap is \(\Delta=G-W>0\). The crystal is an insulator.

If \(G<W\), let \(N(E)\) be the number of states per cell, spin included, with energy below \(E\):
\[
N(E)=2\left(\frac{a}{2\pi}\right)^2\sum_{m,n}\int_{\rm zone}\theta\big(E-E_{mn}(k_x,k_y)\big)\,dk_x\,dk_y .
\]
Here \(\theta\) is 1 for a positive argument and 0 otherwise. This function is continuous: for given \(k_x\), the condition \(E_{mn}=E\) fixes \(e_n(k_y)\), hence \(\cos k_ya\), so a surface of constant energy has no area. At \(E=b_1+b_2\) no higher band has begun, while the lowest band, which extends up to \(2t_1>b_1+b_2\), is still partly empty near the corner. Thus \(N(b_1+b_2)<2\). At \(E=2t_1\) the lowest band is full and the higher bands already hold states near the edge midpoints, so \(N(2t_1)>2\). The Fermi energy, where \(N=2\), therefore satisfies
\[
b_1+b_2<E_F<2t_1 .
\]
It lies strictly inside the energy range of the lowest band and above the bottom of the next. Continuity of the bands gives filled and empty states arbitrarily close to \(E_F\), separated by Fermi lines. The crystal is a metal. As the total is two per cell, the electrons in the higher bands are equal in number to the holes in the lowest band, and the metal is called compensated.

If \(G=W\), then \(\Delta=0\). The lowest band is full, but its highest state at the corner has the same energy as the lowest empty states at the edge midpoints. There is no energy gap, so this case is not an insulator and the inequality in the criterion is strict. This completes the proof in both directions.

The argument also shows which direction each quantity belongs to. For a rectangular lattice with potentials \(V_x(x)+V_y(y)\), label the one-dimensional quantities by direction. The same two extremes give
\[
\Delta=\min(b_{2x}+b_{1y},\,b_{1x}+b_{2y})-t_{1x}-t_{1y}=\min(G_x-W_y,\;G_y-W_x).
\]
The gap in one direction competes with the bandwidth in the other. The square lattice hides this because the two directions are alike.

## Nearly free electrons and the threshold

The symbols carried over are these. The first one-dimensional band runs from \(b_1\) at \(k=0\) to \(t_1\) at \(k=\pi/a\), and the second begins at \(b_2\), also at \(k=\pi/a\). The first bandwidth is \(W=t_1-b_1\), the first gap is \(G=b_2-t_1\), and \(E_0=\hbar^2\pi^2/(2ma^2)\). In two dimensions the lowest band ends at \(2t_1\), the others begin at \(b_1+b_2\), and the crystal with two electrons per cell has the gap \(\Delta=G-W\) if this is positive. If it is negative, the crystal is a compensated metal.

To see how strong a potential must be, take the single cosine
\[
V(x)=2V_1\cos\frac{2\pi x}{a}=V_1\left(e^{2\pi ix/a}+e^{-2\pi ix/a}\right),\qquad v=\frac{V_1}{E_0}.
\]
We may choose \(V_1>0\), because shifting \(x\) by \(a/2\) reverses the sign of the cosine without altering the bands. A constant added to \(V\) would shift all energies equally and drop out of \(G\) and \(W\). Expand the Bloch function in plane waves \(e^{i\pi qx/a}\), where \(q=ka/\pi+2n\) and \(n\) is an integer. The wave equation becomes
\[
(q^2E_0-E)\,c_q+V_1(c_{q-2}+c_{q+2})=0 .
\]

At \(k=0\) the values of \(q\) are \(0,\pm2,\pm4,\dots\). The lowest state, \(q=0\), has zero unperturbed energy and no first-order shift. It couples to two states of energy \(4E_0\), each of which lowers it by \(V_1^2/4E_0\):
\[
\frac{b_1}{E_0}=-\frac{v^2}{2}+O(v^4).
\]
There is no cubic term, since the energy at \(k=0\) cannot depend on the sign of \(V_1\).

At \(k=\pi/a\) the values are \(\pm1,\pm3,\dots\), and the states \(q=\pm1\) are degenerate at \(E_0\). The equations keep their form when \(q\) changes sign, so solutions may be chosen with \(c_{-q}=pc_q\), \(p=\pm1\). The equations for \(q=1\) and \(q=3\) are then
\[
(E_0+pV_1-E)c_1+V_1c_3=0,\qquad (9E_0-E)c_3+V_1(c_1+c_5)=0 .
\]
The coefficient \(c_5\) is of order \(v^2c_1\) and affects the energy first in order \(v^4\). Without it, \(c_3=-V_1c_1/(9E_0-E)\), and
\[
E=E_0+pV_1-\frac{V_1^2}{9E_0-E}.
\]
In the denominator it is enough to put \(E=E_0+pV_1\), which gives \(8E_0-pV_1\). Expanding its inverse,
\[
\frac{E}{E_0}=1+pv-\frac{v^2}{8}-\frac{p\,v^3}{64}+O(v^4).
\]
For \(V_1>0\) the lower state has \(p=-1\). It is a sine at leading order, concentrated where the potential is low. The upper state, \(p=+1\), is a cosine concentrated where the potential is high. Hence
\[
\frac{t_1}{E_0}=1-v-\frac{v^2}{8}+\frac{v^3}{64}+O(v^4),\qquad
\frac{b_2}{E_0}=1+v-\frac{v^2}{8}-\frac{v^3}{64}+O(v^4).
\]
Through second order, subtraction gives
\[
\frac{G}{E_0}=2v,\qquad
\frac{W}{E_0}=1-v-\frac{v^2}{8}+\frac{v^2}{2}=1-v+\frac{3v^2}{8}.
\]
The cubic terms are \(-v^3/32\) in \(G/E_0\) and \(+v^3/64\) in \(W/E_0\), so that
\[
\frac{G-W}{E_0}=-1+3v-\frac{3v^2}{8}-\frac{3v^3}{64}+O(v^4).
\]

As \(v\to0\) this tends to \(-1\). A weak potential of this kind leaves the crystal metallic, even though it opens a vertical gap at every wave vector. The factor 3 in the linear term has a simple origin. The upper edge-midpoint state rises by \(V_1\), while the corner state falls by \(V_1\) for each of its two directions.

In first order the threshold is \(v=1/3\). In second order we need \(-1+3v-3v^2/8=0\), or
\[
v^2-8v+\frac83=0,\qquad v=4-\sqrt{16-\frac83}=4-\sqrt{\frac{40}{3}}\approx0.3485 .
\]
The other root is above 7 and has no meaning in an expansion for small \(v\). The numerical solution gives \(v=0.3490\). The series works well here because the coupling is compared with the energy differences \(4E_0\) and \(8E_0\), not with \(E_0\) itself.

The numerical value can also be expressed through a known equation. With \(z=\pi x/a\) and \(\varepsilon=E/E_0\), the wave equation is Mathieu's equation,
\[
\frac{d^2\psi}{dz^2}+(\varepsilon-2v\cos2z)\psi=0 .
\]
Its characteristic values for the three edge states are, in the usual notation, \(\alpha_0(v)=b_1/E_0\), \(\beta_1(v)=t_1/E_0\) and \(\alpha_1(v)=b_2/E_0\), where Greek letters avoid a clash with the symbols above. The threshold solves \(\alpha_0+\alpha_1=2\beta_1\). I have not proved that there is a single solution. On a grid from \(v=0.01\) to \(v=5\), \(G-W\) increased from each point to the next and changed sign once.

The opposite limit has a simple picture. In deep wells, write \(\delta\) for the distance from a minimum. There
\[
V\approx-2V_1+V_1\left(\frac{2\pi}{a}\right)^2\delta^2 .
\]
Equating the second term to \(m\omega^2\delta^2/2\) gives \(\omega^2=8\pi^2V_1/(ma^2)\), and therefore
\[
\hbar\omega=\sqrt{16E_0V_1}=4E_0\sqrt v .
\]
At leading order the gap is this oscillator spacing, while tunnelling between wells gives only a small bandwidth. The condition \(G>W\) then holds easily.

For numbers, take the round parameters \(a=0.4\) nm and two strengths, \(V_1=0.5\) eV and \(V_1=1.2\) eV. They represent no particular material. The unit of energy is \(E_0=2.3502\) eV. Four decimals are kept so that the subtractions can be followed; the last one may differ by a unit through rounding.

For \(V_1=0.5\) eV, \(v=0.2127\), and the band edges are \(b_1=-0.0529\) eV, \(t_1=1.8372\) eV and \(b_2=2.8365\) eV. Thus
\[
W=1.8372+0.0529\approx1.8902\ \text{eV},\qquad G=2.8365-1.8372=0.9993\ \text{eV},
\]
\[
G-W=0.9993-1.8902=-0.8909\ \text{eV}.
\]
The crystal is a metal whose bands overlap by 0.89 eV: the lowest band ends at 3.6745 eV and the next begin at 2.7836 eV. The second-order series gives
\[
-E_0+3V_1-\frac{3V_1^2}{8E_0}=-2.3502+1.5000-0.0399=-0.8901\ \text{eV}.
\]

For \(V_1=1.2\) eV, \(v=0.5106\), and the edges are \(b_1=-0.2981\) eV, \(t_1=1.0784\) eV and \(b_2=3.4686\) eV. Now
\[
W=1.0784+0.2981=1.3765\ \text{eV},\qquad G=3.4686-1.0784\approx2.3903\ \text{eV},
\]
\[
G-W=2.3903-1.3765=1.0138\ \text{eV}.
\]
The crystal is an insulator with a gap of 1.01 eV, although the least vertical separation is 2.39 eV. The series gives \(-2.3502+3.6000-0.2298=1.0200\) eV. Between the two cases, at \(V_1=0.820\) eV, the gap and the bandwidth are both 1.637 eV.

In the metal, counting states gives \(E_F=2.992\) eV, between 2.7836 and 3.6745 eV as required, and 0.093 electrons per cell above the lowest band. The size of these pockets can be estimated. Near \((\pi/a,0)\), put \(k_x=(1+\xi)\pi/a\) and \(k_y=\eta\pi/a\). Keeping only the two nearly degenerate waves, of energies \(E_0(1+\xi)^2\) and \(E_0(1-\xi)^2\), gives
\[
e_2=E_0(1+\xi^2)+\sqrt{V_1^2+4E_0^2\xi^2}\approx E_0+V_1+E_0\left(1+\frac2v\right)\xi^2 .
\]
With \(e_1(k_y)\approx b_1+E_0\eta^2\), the filled region is an ellipse. Its height in energy is \(E_F-(b_1+b_2)=2.992-2.784=0.208\) eV, so its area in the \((\xi,\eta)\) plane is
\[
A=\frac{\pi(0.208/2.350)}{\sqrt{1+2/0.2127}}\approx0.086 .
\]
The zone has area 4 in these units. There are two inequivalent pockets and two spins, so the number of electrons per cell is \(2\times2\times A/4=A\approx0.086\), about 7 per cent below the counted 0.093. The sign of the error is as expected from the expansion of the root, which overestimates the energy away from the edge and so makes the pocket too small.

The counted Fermi energy shows something less expected. To the digits printed it equals the free-electron value, \(1.273\,E_0=2.992\) eV, despite the large changes near the zone edge. Part of the reason can be derived: the second-order shift vanishes. Since \(V\) has zero average, there is no first-order shift either. At fixed Fermi energy, the second-order change of the grand potential (total energy minus \(E_F\) times the number of electrons) is a sum over the occupied disc of terms \(V_1^2/(\epsilon_k-\epsilon_{k+g})\), where \(\epsilon_k=\hbar^2k^2/2m\) and \(g\) is one of the four shortest reciprocal vectors, of length \(2\pi/a\). Where both partners are occupied, their terms cancel, so the integral is a principal value. Taking \(g\) along \(x\) and integrating over \(k_y\) first,
\[
P\!\int_{\rm disc}\frac{d^2k}{k^2-|\mathbf k+\mathbf g|^2}
=-\frac1g\,P\!\int_{-k_F}^{k_F}\frac{\sqrt{k_F^2-x^2}}{x+g/2}\,dx .
\]
With \(h=g/2\), write \(k_F^2-x^2=(k_F^2-h^2)-(x+h)(x-h)\). The last integral becomes
\[
(k_F^2-h^2)\,P\!\int_{-k_F}^{k_F}\frac{dx}{(x+h)\sqrt{k_F^2-x^2}}-\int_{-k_F}^{k_F}\frac{x-h}{\sqrt{k_F^2-x^2}}\,dx .
\]
The second term equals \(+\pi h\). In the first, put \(x=k_F\cos\vartheta\) and \(\tau=\tan(\vartheta/2)\). It becomes proportional to \(P\int_0^\infty d\tau/(B^2-\tau^2)\), with \(B^2=(k_F+h)/(k_F-h)\), and this vanishes because its antiderivative \(\ln|(B+\tau)/(B-\tau)|/2B\) is zero at both ends. The condition is \(h<k_F\), which holds since \(h=\pi/a\) and \(k_F=1.128\,\pi/a\). The whole integral is therefore \(-\pi h/g=-\pi/2\), independent of \(k_F\). The number of electrons is minus the derivative of the grand potential with respect to \(E_F\), so it is unchanged in second order, and \(E_F\) need not move. Higher orders are not estimated here; the count shows that their net effect is small in this example.

The criterion does not depend on the cosine form. Add a second harmonic with a shifted phase,
\[
V(x)=2|c_1|\cos\frac{2\pi x}{a}+2|c_2|\cos\left(\frac{4\pi x}{a}+0.7\right),
\]
which removes inversion symmetry. For \(|c_1|=0.15E_0\) and \(|c_2|=0.10E_0\), the one-dimensional edges give \(G-W=-0.5664E_0\). For \(0.45E_0\) and \(0.20E_0\) they give \(+0.2284E_0\). A two-dimensional diagonalization that makes no use of separation returns the same indirect gaps, as the numerical check shows.

Separability, by contrast, is essential. Add \(4u\cos(2\pi x/a)\cos(2\pi y/a)\), with \(|u|\) small compared with \(V_1\). At the corner, the four plane waves \((\pm1,\pm1)\) are mixed by \(V_1\) when one sign is reversed and by \(u\) when both are. Their first-order energies are
\[
2E_0+(p_x+p_y)V_1+p_xp_yu,\qquad p_x,p_y=\pm1 ,
\]
and the lowest is \(2E_0-2V_1+u\). At the edge midpoint the new term does not connect \((1,0)\) with \((-1,0)\), so the upper state stays at \(E_0+V_1\) in first order. The indirect gap becomes
\[
\Delta\approx-E_0+3V_1-u .
\]
This is first order in both \(u\) and \(V_1\), and near the threshold the cross terms are not negligible. The upper edge-midpoint state couples to \(q_y=\pm2\) with strength \(V_1+u\), which adds \(-uV_1/E_0\) to its energy. The corner state couples to \(|q|=3\) in each direction with strength \(V_1-u\), which adds \(+uV_1/2E_0\) in total. Together they contribute \(-3uV_1/2E_0\) to \(\Delta\), about half the size of the term \(-u\) when \(v\approx0.35\). The threshold therefore moves with \(u\), while \(G\) and \(W\), computed from \(V\) alone, do not. The criterion also assumes independent electrons in a rigid, perfect lattice. A distortion that enlarges the cell can open a gap in a crystal with \(G<W\). Repulsion between electrons is left out altogether, and the criterion says nothing about its effect. Strong disorder can localize the electrons and so stop conduction at zero temperature without opening a gap, which is an insulator in a different sense from the one defined here. None of these effects is contained in the two numbers compared here.

## Computed results

```
lattice constant a = 0.4 nm
zone-boundary energy E0 = 2.3502 eV
--- metal: V1 = 0.5 eV, v = V1/E0 = 0.2127
1D first band bottom b1 = -0.0529 eV
1D first band top t1 = 1.8372 eV
1D second band bottom b2 = 2.8365 eV
1D bandwidth W = 1.8902 eV
1D gap G = 0.9993 eV
G - W from 1D edges = -0.8909 eV
top of lowest 2D band 2 t1 = 3.6745 eV
bottom of higher 2D bands b1 + b2 = 2.7836 eV
indirect gap, full 2D matrix = -0.8909 eV
least vertical gap, full 2D matrix = 0.9993 eV
second-order series for G - W = -0.8901 eV
--- insulator: V1 = 1.2 eV, v = V1/E0 = 0.5106
1D first band bottom b1 = -0.2981 eV
1D first band top t1 = 1.0784 eV
1D second band bottom b2 = 3.4686 eV
1D bandwidth W = 1.3765 eV
1D gap G = 2.3903 eV
G - W from 1D edges = 1.0138 eV
top of lowest 2D band 2 t1 = 2.1567 eV
bottom of higher 2D bands b1 + b2 = 3.1705 eV
indirect gap, full 2D matrix = 1.0138 eV
least vertical gap, full 2D matrix = 2.3903 eV
second-order series for G - W = 1.0200 eV
--- filling
free-electron Fermi energy, counted = 1.273 E0
free-electron Fermi energy, 4/pi = 1.273 E0
metal: Fermi energy = 2.992 eV
metal: electrons above lowest band = 0.093 per cell
insulator: electrons above lowest band = 0.000 per cell
--- threshold of the cosine potential
first order V1/E0 = 0.3333
second order V1/E0 = 0.3485
numerical V1/E0 = 0.3490
numerical V1 = 0.8201 eV
W at threshold = 1.6371 eV
G at threshold = 1.6371 eV
single crossing scanned for V1/E0 from 0.01 to 5.0
--- potentials without inversion symmetry
skew metal: |c1| = 0.15 E0, |c2| = 0.10 E0, phase of c2 = 0.7 rad
skew metal: G - W = -0.5664 E0
skew metal: indirect gap, full 2D matrix = -0.5664 E0
skew insulator: |c1| = 0.45 E0, |c2| = 0.20 E0, phase of c2 = 0.7 rad
skew insulator: G - W = 0.2284 E0
skew insulator: indirect gap, full 2D matrix = 0.2284 E0
```
